# Scott–Malliaras injection current from a balance of emission and Coulomb capture

To extract a barrier height from an injection current measured at a single temperature, one must first decide which prefactor multiplies the Boltzmann factor. In the worked example below, the barrier is 0.50 eV and the field \(10^7\) V/m; interpreting the current given by the theorem with the free-electron Richardson constant would return a barrier of about 0.91 eV. A carrier of low mobility that leaves the metal is usually drawn back by its image charge before it escapes, and the prefactor must count these returns. The theorem gives the current when they are counted by a definite capture rule. A comparison with drift and diffusion in the same potential then shows what that rule costs.

## Setting and assumptions

A metal fills \(x<0\) and an insulator of permittivity \(\varepsilon\) fills \(x>0\). One species of carrier, with charge of magnitude \(e\), is injected. \(E>0\) is the magnitude of the applied field, directed so that its force on the carrier points away from the metal. \(J\) is the magnitude of the current density, positive for net injection. The zero-field barrier is \(\phi\), an energy; \(N_0\) is the density of sites, \(\mu\) the mobility, \(T\) the temperature and \(k\) Boltzmann's constant. Define

\[
r_c=\frac{e^2}{4\pi\varepsilon kT},\qquad f=\frac{eEr_c}{kT},\qquad s=\sqrt f .
\]

The Coulomb radius \(r_c\) is the distance at which two elementary charges interact with energy \(kT\).

**A1. Potential.** The insulator is a continuous dielectric without energetic disorder, and \(E\) is uniform: space charge is neglected. A carrier at \(x\) has its image at \(-x\), so the attractive force is \(e^2/[4\pi\varepsilon(2x)^2]\). Integrating it from infinity and adding the applied field gives

\[
U(x)=\phi-\frac{e^2}{16\pi\varepsilon x}-eEx .
\]

**A2. Transport.** Carriers are dilute and obey Boltzmann statistics, \(\mu\) does not depend on field, and there is no tunnelling.

**A3. Capture.** A carrier counts as recombined with the metal at the point \(x_c\), on the contact side of the barrier top, where \(U\) lies \(kT\) below the top. The return current is \(en_0S\), where \(S\) is the drift velocity towards the metal at \(x_c\) and \(n_0\) is the density just outside the capture region. The outward current is taken to be \(en_0\mu E\), with the same density.

**A4. Emission.** At \(E=0\) emission balances return, with \(n_0=N_0e^{-\phi/kT}\). A field multiplies the emission by the Boltzmann factor of the barrier lowering and leaves its prefactor unchanged.

A1 and A2 describe the physical system. A3 and A4 are prescriptions that replace the solution of the transport equation near the contact.

## Theorem

Under A1–A4 the steady injection current is

\[
J=4\psi^2N_0e\mu E\,e^{-\phi/kT}e^{\sqrt f},
\qquad
\psi=\frac1f+\frac1{\sqrt f}-\frac{\sqrt{1+2\sqrt f}}{f}. \tag{1}
\]

An equivalent form, free of cancellation at small field, is \(\psi=1/(1+s+\sqrt{1+2s})\).

## Lemma 1: the barrier top

*The maximum of \(U\) is \(\phi-kTs\), at \(x_m=r_c/(2s)\).*

*Proof.* Since \(e^2/(16\pi\varepsilon x)=kT\,r_c/(4x)\) and \(eEx=kT\,fx/r_c\),

\[
\frac{U}{kT}=\frac{\phi}{kT}-w(x),\qquad w(x)=\frac{r_c}{4x}+\frac{fx}{r_c}.
\]

Completing the square gives

\[
w=\left(\sqrt{\frac{r_c}{4x}}-\sqrt{\frac{fx}{r_c}}\right)^2+2\sqrt{\frac f4}
=\left(\sqrt{\frac{r_c}{4x}}-\sqrt{\frac{fx}{r_c}}\right)^2+s .
\]

The smallest value of \(w\) is \(s\), reached when \(r_c/(4x)=fx/r_c\), that is, at \(x=r_c/(2s)\). ∎

The Schottky lowering is therefore \(kT\sqrt f\), the source of the last exponential in (1).

## Lemma 2: the capture point

*The capture point is \(x_c=\psi r_c/2\), with \(\psi\) as in (1).*

*Proof.* By A3 and Lemma 1, \(w(x_c)=1+s\). Inserting \(x_c=\psi r_c/2\) gives

\[
\frac1{2\psi}+\frac{f\psi}{2}=1+s .
\]

Multiplication by \(2\psi\), with \(f=s^2\), yields

\[
s^2\psi^2-2(1+s)\psi+1=0,\qquad
\psi=\frac{1+s\pm\sqrt{(1+s)^2-s^2}}{s^2}=\frac{1+s\pm\sqrt{1+2s}}{s^2}.
\]

The product of the roots is \(1/s^2\), so one lies below \(1/s\) and the other above. The barrier top \(x_m=r_c/(2s)\) corresponds to \(\psi=1/s\), so the contact side requires the smaller root, with the minus sign. This is the form in (1). Multiplying numerator and denominator by \(1+s+\sqrt{1+2s}\) turns the numerator into \((1+s)^2-(1+2s)=s^2\), which cancels the denominator and leaves the second form. ∎

At zero field \(\psi=1/2\) and \(x_c=r_c/4\), where the image energy alone equals \(kT\).

## Lemma 3: the return velocity

*The velocity towards the metal at \(x_c\) satisfies*

\[
S(E)+\mu E=\frac{\mu kT}{er_c\psi^2}=\frac{S(0)}{4\psi^2},\qquad
S(0)=\frac{4\mu kT}{er_c}=\frac{16\pi\varepsilon(kT)^2\mu}{e^3}. \tag{2}
\]

*Proof.* The force towards the metal is \(dU/dx\), and drift velocity is \(\mu/e\) times force:

\[
S(E)=\frac{\mu}{e}\frac{dU}{dx}\bigg|_{x_c}=\mu\left(\frac{e}{16\pi\varepsilon x_c^2}-E\right).
\]

With \(x_c^2=\psi^2r_c^2/4\), the image term becomes

\[
\frac{e}{16\pi\varepsilon x_c^2}=\frac{e}{4\pi\varepsilon r_c^2\psi^2}
=\frac{1}{er_c\psi^2}\,\frac{e^2}{4\pi\varepsilon r_c}=\frac{kT}{er_c\psi^2},
\]

because \(e^2/(4\pi\varepsilon r_c)=kT\). Adding \(\mu E\) to \(S\) removes the applied field and gives the first equality. At \(E=0\), \(\psi=1/2\) gives \(S(0)=4\mu kT/(er_c)\), and inserting \(r_c\) gives its last form. Replacing \(\mu kT/(er_c)\) by \(S(0)/4\) completes (2). ∎

Since \(E=fkT/(er_c)\), one also has \(S=(\mu kT/er_c)(1/\psi^2-f)\). This is positive because \(\psi<1/s\): at the capture point the image force still exceeds the applied force.

## Lemma 4: the emission current

*The emission current is*

\[
J_{\rm em}=eN_0S(0)e^{-\phi/kT}e^{s}=AT^2e^{-\phi/kT+s},\qquad
A=\frac{16\pi\varepsilon k^2\mu N_0}{e^2}. \tag{3}
\]

*Proof.* At \(E=0\) no net current flows. By A4 the emission equals the return current \(en_0S(0)\) with \(n_0=N_0e^{-\phi/kT}\). In a field the barrier is lower by \(kTs\), which supplies the factor \(e^s\). Inserting \(S(0)\) from (2) gives \(eN_0S(0)=16\pi\varepsilon(kT)^2\mu N_0/e^2=AT^2\). ∎

The constant \(A\) takes the place of the free-electron Richardson constant. It contains the mobility because detailed balance ties emission to a return process that proceeds by drift. The factor \(T^2\) is the whole temperature dependence of the prefactor in (3) if \(\mu\), \(N_0\) and \(\varepsilon\) do not vary with temperature. The net current also contains the escape fraction derived below, which falls with rising temperature at fixed field, so the slope of an Arrhenius plot of \(J/T^2\) gives less than the lowered barrier: by nearly \(2kT\) at low field, where the escape fraction varies as \(T^{-2}\), and by about \(0.8\,kT\), or 0.02 eV, in the worked example. A thermally activated mobility adds its activation energy to the slope of an Arrhenius plot.

## Proof of the theorem

In the steady state, emission supplies both the carriers that return and those that leave:

\[
J_{\rm em}=en_0S(E)+en_0\mu E .
\]

The second term is the net current \(J\), by A3. This is a prescription and not the local drift: between \(x_c\) and the barrier top the force still points to the metal, and the drift velocity approaches \(\mu E\) only well beyond the top. Solving for the density and using (3) and then (2),

\[
n_0=\frac{J_{\rm em}}{e\,(S+\mu E)}
=N_0e^{-\phi/kT}e^s\,\frac{S(0)}{S+\mu E}
=4\psi^2N_0e^{-\phi/kT}e^s .
\]

Then \(J=en_0\mu E\) is (1). ∎

**Remark on the mobility.** The density \(n_0\) does not depend on \(\mu\), because emission, return and escape are all proportional to it. The current is therefore proportional to \(\mu\).

**Remark on the density.** At zero field the local Boltzmann density at \(x_c\) is \(e^{1}\) times the \(n_0\) of A4, because the potential there is lower by \(kT\). If the return current were built from that local density, \(S\) would acquire a factor that \(\mu E\) lacks, and the cancellation in Lemma 3 would be lost. The compact form of (1) depends on the prescription that one density multiplies both velocities.

## Corollary: escape fraction and limits

Since \(J/J_{\rm em}=\mu E/(S+\mu E)\), and \(\mu E=\mu fkT/(er_c)\), equation (2) gives the escape fraction

\[
\frac{J}{J_{\rm em}}=f\psi^2=(s\psi)^2,\qquad
\frac1{s\psi}=\frac1s+1+\sqrt{\frac1{s^2}+\frac2s}. \tag{4}
\]

The right-hand expression falls steadily towards 1 as \(s\) grows, so the escape fraction rises from 0 towards 1. As \(J_{\rm em}\) rises too, \(J\) increases with field throughout.

**High field.** Expanding (4) for large \(s\) gives \(1/(s\psi)=1+\sqrt{2/s}+O(1/s)\), hence

\[
J=AT^2e^{-\phi/kT+\sqrt f}\left[1-2\sqrt{\frac2s}+O\!\left(\frac1s\right)\right].
\]

The current approaches the Schottky form with the constant \(A\), but slowly, because the correction falls only as \(E^{-1/4}\).

**Low field.** With \(\sqrt{1+2s}=1+s-s^2/2+O(s^3)\), the second form of \(\psi\) gives \(2\psi=(1+s-s^2/4+\dots)^{-1}\). Therefore

\[
4\psi^2=1-2s+\tfrac72s^2+\dots,\qquad
4\psi^2e^s=1-s+2s^2+\dots
\]

The leading current is ohmic, \(J_0=N_0e\mu Ee^{-\phi/kT}\): the equilibrium density drifting in the applied field. The first correction is negative, so a weak field yields less than \(J_0\).

The depth of this dip follows from \(q=\sqrt{1+2s}\). Since \(1+s+q=(1+q)^2/2\), we have \(4\psi^2=16/(1+q)^4\), and with \(dq/ds=1/q\)

\[
\frac{d}{ds}\ln\left(4\psi^2e^s\right)=1-\frac{4}{q(1+q)} .
\]

This vanishes at \(q^2+q-4=0\), so \(q=(\sqrt{17}-1)/2\) and \(s=(q^2-1)/2\approx0.72\). There \(J/J_0\approx0.76\).

## Proposition: drift and diffusion in the same potential

*Keep A1 and A2, and replace A3 and A4 by the drift-diffusion equation with the contact in equilibrium, \(ne^{U/kT}\to N_0\) as \(x\to0\). Then, with \(K_1\) the modified Bessel function,*

\[
J_{\rm DD}=\frac{N_0e\mu E\,e^{-\phi/kT}}{s\,K_1(s)} . \tag{5}
\]

*Proof.* With the Einstein relation \(D=\mu kT/e\), the outward current is

\[
J_{\rm DD}=-\mu\left(kT\frac{dn}{dx}+n\frac{dU}{dx}\right)
=-\mu kT\,e^{-U/kT}\frac{d}{dx}\left(ne^{U/kT}\right).
\]

In the steady state it is constant. Multiply by \(e^{U/kT}\) and integrate from 0 to infinity. Far away \(n\) tends to the constant \(J_{\rm DD}/(e\mu E)\) while \(e^{U/kT}\to0\), so only the contact value \(N_0\) remains:

\[
J_{\rm DD}\,e^{\phi/kT}\int_0^\infty e^{-w(x)}dx=\mu kTN_0 .
\]

Substitute \(x=(r_c/2s)e^t\). The two terms of \(w\) become \((s/2)e^{-t}\) and \((s/2)e^{t}\), so \(w=s\cosh t\), and

\[
\int_0^\infty e^{-w}dx=\frac{r_c}{2s}\int_{-\infty}^{\infty}e^t e^{-s\cosh t}dt
=\frac{r_c}{s}\int_0^\infty\cosh t\,e^{-s\cosh t}dt=\frac{r_cK_1(s)}{s}.
\]

The odd part of \(e^t\) has dropped out, and the last integral is the standard representation of \(K_1\). Finally \(kT/r_c=eE/s^2\) gives (5). ∎

The contact condition makes \(n\) exceed \(N_0\) very close to the metal, where \(U<0\) and the carriers are no longer dilute. There \(e^{-w}<e^{-\phi/kT}\), so for a barrier of many \(kT\) this region contributes negligibly to the integral.

Setting \(y=s\sinh t\) in that representation gives

\[
sK_1(s)=\int_0^\infty e^{-\sqrt{s^2+y^2}}\,dy .
\]

This is below 1 for every \(s>0\) and tends to 1 as \(s\to0\). Two conclusions follow. The balance current and \(J_{\rm DD}\) agree in the limit of vanishing field. And \(J_{\rm DD}>J_0\) at every finite field, so the dip of the balance current below \(J_0\) comes from the prescriptions A3 and A4 and not from the potential.

For large \(s\), \(\sqrt{s^2+y^2}\approx s+y^2/(2s)\), so \(sK_1\approx e^{-s}\sqrt{\pi s/2}\) and

\[
J_{\rm DD}\approx N_0e\mu E\sqrt{\frac{2}{\pi s}}\;e^{-\phi/kT+s},\qquad
\frac{J}{J_{\rm DD}}\approx4\sqrt{\frac{\pi}{2}}\;s^{-3/2}.
\]

The ratio approaches its limiting form slowly, because of the correction \(2\sqrt{2/s}\) in \(J\). At \(10^8\) V/m in the example below, the limiting form gives 0.20, while the full expressions give 0.08.

At large \(s\) both currents contain the exponential \(e^{\sqrt f}\), and they differ in the prefactor. That of \(J_{\rm DD}\) grows as \(E^{3/4}\), because the barrier region that carriers must cross becomes thinner. In the balance model A4 holds the emission prefactor at its zero-field value. The prefactor of the net current then grows only through the escape fraction, which cannot exceed 1, so it levels off at high field.

**Remark on the capture depth.** Let the capture point lie \(\lambda kT\) below the top instead of \(kT\). The sum \(S+\mu E\) is still \(\mu\) times the image field at \(x_c\), proportional to \(1/x_c^2\), so the same balance gives

\[
J=J_0\,e^{s}\left[\frac{x_c(E)}{x_c(0)}\right]^2 .
\]

Here \(x_c(0)=r_c/(4\lambda)\). Writing \(x_c=x_me^{-t}\) turns the capture condition into \(s(\cosh t-1)=\lambda\), so \(t\to0\) and \(x_c\to r_c/(2s)\) at high field. The squared bracket tends to \((2\lambda/s)^2\), so the current becomes proportional to \(\lambda^2\) in the limit of large \(s\). The limit is approached slowly, and at moderate fields the dependence on \(\lambda\) is weaker. The assumptions on the physical system do not fix \(\lambda\), and \(\lambda=1\) is a convention. No constant \(\lambda\) reproduces drift-diffusion at all fields, since \(J/J_{\rm DD}\) falls as \(s^{-3/2}\) at large \(s\) for each fixed value.

## Worked example

Take round model parameters: \(T=300\) K, relative permittivity 3, \(N_0=10^{27}\) m\(^{-3}\), \(\mu=10^{-10}\) m\(^2\)/(V s), \(\phi=0.50\) eV and \(E=10^7\) V/m. Then \(kT=0.02585\) eV and \(r_c=18.57\) nm. The applied potential drop over \(r_c\) is 0.1857 V, so

\[
f=\frac{0.1857}{0.02585}=7.18,\quad s=2.680,\quad
\psi=\frac1{3.680+\sqrt{6.360}}=0.1612 .
\]

The barrier falls by \(2.680\times0.02585=0.069\) eV. Its top lies at 3.46 nm and the capture point at \(0.1612\times18.57/2=1.50\) nm, compared with 4.64 nm at zero field.

The effective Richardson constant is \(A=0.99\) A/(m\(^2\) K\(^2\)), about a million times smaller than the free-electron value \(1.20\times10^6\) A/(m\(^2\) K\(^2\)). The emission current is

\[
J_{\rm em}=0.9915\times300^2\times3.985\times10^{-9}\times14.58
=5.19\times10^{-3}\ \text{A/m}^2 .
\]

At the capture point carriers return at \(4.36\times10^{-3}\) m/s, while the outward velocity \(\mu E\) assigned by A3 is \(1.00\times10^{-3}\) m/s. The escape fraction is \(1.00/(1.00+4.36)=0.187\), and

\[
J=0.187\times5.19\times10^{-3}=9.7\times10^{-4}\ \text{A/m}^2
=9.7\times10^{-8}\ \text{A/cm}^2 .
\]

In the bookkeeping of A3 and A4, more than four fifths of \(J_{\rm em}\) returns to the metal. This split is not a property of the potential: the escape fraction is 0.30 for a capture depth of \(kT/2\) and 0.10 for \(2kT\), and the drift-diffusion current is 0.78 of \(J_{\rm em}\) at this field and exceeds \(J_{\rm em}\) at \(3\times10^7\) V/m.

The barrier quoted at the start follows from these numbers. Interpreting this \(J\) as \(A_{\rm free}T^2e^{-\phi'/kT+s}\) gives

\[
\phi'-\phi=kT\ln\frac{A_{\rm free}}{A\,f\psi^2}
=0.02585\,\ln\frac{1.20\times10^6}{0.9915\times0.187}\approx0.41\ \text{eV}.
\]

Of this shift, \(kT\ln(A_{\rm free}/A)\approx0.36\) eV comes from the constant \(A\) and only about 0.04 eV from the escape fraction.

Drift-diffusion gives \(J_{\rm DD}=4.03\times10^{-3}\) A/m\(^2\), so the balance current is 0.24 of it. If the drift-diffusion current were the measured one, a fit with (1) would place the barrier too low by \(0.02585\ln(1/0.2405)\approx0.037\) eV. That is small beside 0.41 eV, but a prefactor, and hence a mobility or site density, inferred at known \(\phi\) would be wrong by a factor of about four.

Changing the capture depth to \(kT/2\) or \(2kT\) moves the current to \(3.9\times10^{-4}\) or \(2.1\times10^{-3}\) A/m\(^2\), still below \(J_{\rm DD}\). The ratio \(J/J_{\rm DD}\) falls from 0.77 at \(10^5\) V/m to 0.08 at \(10^8\) V/m, as the table in the numerical output shows.

## Where the result fails

*Site spacing.* The continuum picture requires \(x_c\) to exceed the distance between sites, here \(N_0^{-1/3}=1\) nm. At \(10^7\) V/m, \(x_c=1.5\) nm satisfies this narrowly; at \(3\times10^7\) V/m it is 1.05 nm, and at \(10^8\) V/m it is 0.68 nm. In the table, the row for \(3\times10^7\) V/m therefore lies at the edge of the continuum picture, and the last row lies beyond it. A field-independent mobility also requires the potential energy to change by less than about \(kT\) from one site to the next. In the worked example the net force at the capture point, \(eS/\mu\), times 1 nm is already about \(1.7\,kT\), so the numbers illustrate the formula and are not a prediction for a real contact.

*Mobility.* Return by drift requires a mean free path much shorter than \(x_c\). In a material of high mobility a carrier may cross the capture region without scattering, and (3) no longer applies.

*Space charge.* The density \(n_0=6.0\times10^{18}\) m\(^{-3}\), spread over 100 nm, produces a field of \(3.6\times10^3\) V/m, about 0.04 % of the applied one. A lower barrier raises \(n_0\) exponentially. Once this field is comparable with \(E\), the bulk limits the current, and the \(E\) in (1) must be the field at the contact, found together with the space charge.

*Disorder and tunnelling.* A spread of site energies comparable with or larger than \(kT\) opens injection paths through low-lying sites, and a thin barrier at high field admits tunnelling. Neither is contained in (1) or (5), so their agreement at low field does not test for them.

## Computed results

```
temperature T = 300 K, relative permittivity = 3.0
site density N0 = 1.0e+27 m^-3
mobility mu = 1.0e-10 m^2/(V s)
barrier phi = 0.50 eV, field E = 1.0e+07 V/m
thermal energy kT = 0.02585 eV
Coulomb radius r_c = 18.567 nm
zero-field capture distance r_c/4 = 4.642 nm
reduced field f = 7.1819, sqrt(f) = 2.6799
psi = 0.16124, 4 psi^2 = 0.10400
barrier-top position x_m = 3.464 nm
capture distance x_c = 1.497 nm
barrier lowering = 0.06928 eV
exp(-phi/kT) = 3.9845e-09, exp(sqrt f) = 14.584
zero-field return velocity S(0) = 5.5695e-04 m/s
return velocity S(E) = 4.3554e-03 m/s
outward drift velocity mu E = 1.0000e-03 m/s
effective Richardson constant = 0.9915 A/(m^2 K^2)
free-electron Richardson constant = 1.2017e+06 A/(m^2 K^2)
density outside capture region n0 = 6.0432e+18 m^-3
emission current = 5.1853e-03 A/m^2
return current = 4.2170e-03 A/m^2
net current, numerical balance = 9.6823e-04 A/m^2
net current, closed formula = 9.6823e-04 A/m^2
net current, closed formula = 9.6823e-08 A/cm^2
escape fraction f psi^2 = 0.1867
current without enhancement = 6.3838e-04 A/m^2
drift-diffusion current = 4.0255e-03 A/m^2
balance / drift-diffusion = 0.2405
space-charge field over 100 nm = 3.645e+03 V/m
capture depth 0.5 kT: J = 3.8909e-04 A/m^2, J/J_DD = 0.0967
capture depth 1.0 kT: J = 9.6823e-04 A/m^2, J/J_DD = 0.2405
capture depth 2.0 kT: J = 2.0537e-03 A/m^2, J/J_DD = 0.5102
minimum of 4 psi^2 exp(sqrt f) = 0.7629 at sqrt(f) = 0.719
it returns to 1 at sqrt(f) = 1.825, E = 4.639e+06 V/m
E (V/m) | f | x_c (nm) | escape | J (A/m^2) | J_DD (A/m^2) | J/J_DD
1e+05 | 0.0718 | 3.702 | 0.0114 | 5.3101e-06 | 6.8663e-06 | 0.7734
1e+06 | 0.7182 | 2.661 | 0.0590 | 4.8951e-05 | 9.5551e-05 | 0.5123
3e+06 | 2.1546 | 2.085 | 0.1087 | 1.6776e-04 | 4.4904e-04 | 0.3736
1e+07 | 7.1819 | 1.497 | 0.1867 | 9.6823e-04 | 4.0255e-03 | 0.2405
3e+07 | 21.5458 | 1.049 | 0.2752 | 1.0149e-02 | 6.8362e-02 | 0.1485
1e+08 | 71.8195 | 0.677 | 0.3820 | 6.5084e-01 | 8.0401e+00 | 0.0809
```
